Slater-Koster Gradients and Band-Structure Forces in an Eight-Atom Silicon Cell

## Problem

Silicon has the diamond structure and four valence electrons per atom. Describe it by one s and three p orbitals per atom, taken as orthonormal, with hopping along nearest-neighbour bonds. A bond from atom i to atom j has the vector

d = R_j + T − R_i,  r = |d|,  u = d/r,

where T is a lattice translation and the components of u are the direction cosines. The hopping depends on four functions of r: V_ssσ, V_spσ, V_ppσ and V_ppπ.

The cubic cell holds eight atoms and 16 bonds. Its edge is a = 10.3 bohr, a model value near silicon's lattice constant of about 10 bohr, so the ideal bond length is r₀ = √3 a/4 = 4.46 bohr. The other parameters are round model values, not a fit to silicon:

E_s = 0,  E_p = 0.25 Ha,

V_ssσ = −0.07 (r₀/r)² Ha,  V_spσ = 0.09 (r₀/r)² Ha,

V_ppσ = 0.12 (r₀/r)³ Ha,  V_ppπ = −0.03 (r₀/r)³ Ha.

One atom, together with its periodic images, is moved from its ideal site by δ = (0.20, 0.10, 0) bohr. The neighbours in the directions (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1) stay in place.

(a) Split the gradient of the hopping block with respect to d into a part from the change of r and a part from the change of u.

(b) Find the band-structure force on the displaced atom, which is minus the gradient of the summed energies of the occupied states.

The pair repulsion that holds a real crystal apart is left out, and so is any shift of the on-site levels by charge transfer. The answer is therefore one contribution to the force on an atom, not the whole of it.

## First estimate by scaling

Treat each bond as an isolated pair of sp³ hybrids that point at each other. Let p_σ be the p orbital whose positive lobe points along u. The hybrids are

h_i = (s + √3 p_σ)/2,  h_j = (s − √3 p_σ)/2.

V_spσ is defined with s on i and p_σ on j. With the two orbitals exchanged the element is −V_spσ, as shown in the next section. The coupling of the hybrids is then

⟨h_i|H|h_j⟩ = (V_ssσ − 2√3 V_spσ − 3V_ppσ)/4
= −(0.070 + 0.312 + 0.360)/4 = −0.185 Ha.

Two electrons in the bonding combination gain φ = −2 × 0.185 = −0.371 Ha relative to the hybrid level. The three terms decay with powers 2, 2 and 3, so the effective power of the sum at r₀ is

n = (2×0.070 + 2×0.312 + 3×0.360)/0.742 ≈ 2.5.

Take φ(r) = −A r⁻ⁿ as a pair energy. Its slope is the tension of the bond:

τ = dφ/dr = n|φ|/r ≈ 2.5 × 0.371/4.46 = 0.208 Ha/bohr.

At the ideal site the four pulls cancel. To see what a displacement does, expand the sum of the four pair energies. The tetrahedral directions satisfy Σ u_a u_b = (4/3)δ_ab, so the matrix of second derivatives is K times the unit matrix, and K is one third of its trace. The Laplacian of r⁻ⁿ is n(n−1)r⁻ⁿ⁻², hence

K = −(4/3)(n−1)τ/r ≈ −(4/3) × 1.5 × 0.208/4.46 = −0.093 Ha/bohr².

The negative sign means that the bond energies push the atom further from its site. For n > 1, the gain from the bonds that shorten outweighs the loss from the others.

The next order contains a term G δ_xδ_yδ_z. Each Cartesian derivative of a function of r brings down one component of d and the operator D = (1/r)d/dr, so

∂³φ/∂d_x∂d_y∂d_z = d_x d_y d_z D³φ.

Here D³r⁻ⁿ = −n(n+2)(n+4)r⁻ⁿ⁻⁶, and d_x d_y d_z = r³/(3√3) for all four bonds. Moving the atom by δ changes d by −δ, so three derivatives give a factor −1:

G = −[4/(3√3)](n+2)(n+4)τ/r²
≈ −0.770 × 4.5 × 6.5 × 0.208/19.9 = −0.235 Ha/bohr³.

The estimated force is F_x = −Kδ_x − Gδ_yδ_z, with the other components obtained by cyclic permutation:

F ≈ (0.0187, 0.0093, 0.0047) Ha/bohr.

There is a z component although the atom was not moved along z. What the estimate lacks is any cost of turning a bond away from the direction of its hybrids.

## The hopping block

In the two-centre approximation the Hamiltonian of a pair is symmetric about the bond axis, and the two atoms are equivalent. Axial symmetry forbids hopping between s and a p orbital perpendicular to the bond, and between p_σ and a perpendicular p orbital.

Inversion through the bond midpoint exchanges the atoms. It turns s on i into s on j, and p_σ on j into −p_σ on i. Since the elements are real and symmetric, ⟨p_σ,i|H|s_j⟩ = −⟨s_i|H|p_σ,j⟩ = −V_spσ.

A Cartesian p orbital has the component u_a along the bond and components e_a and e′_a along two perpendicular unit vectors. Completeness gives e_a e_b + e′_a e′_b = δ_ab − u_a u_b. With rows on i and columns on j, the block B is

B_ss = V_ssσ,  B_sb = u_b V_spσ,  B_as = −u_a V_spσ,

B_ab = u_a u_b (V_ppσ − V_ppπ) + δ_ab V_ppπ.

## Radial and direction-cosine parts

From r² = Σ d_b² follows ∂r/∂d_c = u_c. Differentiating u_b = d_b/r gives

∂u_b/∂d_c = δ_cb/r − d_b u_c/r² = P_cb/r,  P_cb = δ_cb − u_c u_b.

The matrix P projects onto the plane perpendicular to the bond. It expresses the fact that a displacement along the bond leaves the direction unchanged. The chain rule gives

∂B/∂d_c = u_c B[V→V′] + (1/r) Σ_b P_cb ∂B/∂u_b,

where V′ = dV/dr and B[V→V′] is the block with each V replaced by its derivative. Element by element,

∂_c B_ss = u_c V′_ssσ,

∂_c B_sb = u_c u_b V′_spσ + P_cb V_spσ/r,

∂_c B_as = −u_c u_a V′_spσ − P_ca V_spσ/r,

∂_c B_ab = u_c [u_a u_b (V′_ppσ − V′_ppπ) + δ_ab V′_ppπ]
 + (P_ca u_b + u_a P_cb)(V_ppσ − V_ppπ)/r.

This answers (a). The terms with V′ are the radial part and the terms with P are the cosine part. An s–s hopping has no cosine part because it does not depend on direction.

For the (1,1,1) neighbour of the displaced atom,

d = (2.375, 2.475, 2.575) bohr,  r = 4.28916 bohr,

u = (0.55372, 0.57704, 0.60035).

At this length V_ppσ − V_ppπ = 0.16865 Ha, V′_ppσ − V′_ppπ = −0.11796 Ha/bohr and V′_ppπ = 0.02359 Ha/bohr. The two parts of ∂_x B_xx are

radial: 0.55372 × [0.30661 × (−0.11796) + 0.02359] = −0.0070 Ha/bohr,

cosine: 2 × 0.55372 × 0.69339 × 0.16865/4.28916 = 0.0302 Ha/bohr.

For this element the cosine part is more than four times the radial part, and it has the opposite sign.

## From the block to the force

Give the Bloch states phases that depend on lattice translations alone:

H_iα,jβ(k) = Σ_T B_αβ(d) exp(ik·T).

The phases then do not change when an atom moves. There are 32 bands and 32 electrons, so the lowest 16 bands are doubly occupied. Let Q(k) be the projector onto them and w_k the weights of the k-points, with sum 1. The band energy per cell is

E = 2 Σ_k w_k Tr(QH).

Its variation contains Tr(QδH) and Tr(HδQ). The second term vanishes. From Q² = Q,

QδQ + δQ Q = δQ.

Multiplying by Q on both sides gives 2QδQ Q = QδQ Q, so QδQ Q = 0. Multiplying instead by 1−Q on both sides gives (1−Q)δQ(1−Q) = 0. Since Q commutes with H, H has no elements between filled and empty states, and Tr(HδQ) picks out these two vanishing blocks. Therefore

δE = 2 Σ_k w_k Tr(QδH),

and no derivative of an eigenvector is needed. This requires a gap, so that Q changes smoothly at fixed occupation. On the mesh used here the gap is 0.134 Ha for the ideal crystal and 0.126 Ha after the displacement. The mesh misses the zone centre, where the gap is smaller, 0.110 Ha and 0.103 Ha, but still open. For the ideal crystal this is a direct gap of about 3 eV, a property of the model parameters; silicon has an indirect gap of about 1.1 eV. Orthonormality of the orbitals also entered, since it makes Q² = Q hold without an overlap matrix.

Let ρ = 2Q. Each bond enters H once as B exp(ik·T) and once as the Hermitian conjugate, so its two contributions add to twice a real part. With

M_βα = Re Σ_k w_k ρ_jβ,iα(k) exp(ik·T),

the gradient of the energy with respect to the bond vector is

g_c = ∂E/∂d_c = 2 Σ_αβ (∂_c B_αβ) M_βα.

Since d = R_j + T − R_i, moving atom i by +x changes d by −x. The bond therefore contributes +g to the force on i and −g to the force on j.

The radial part of g is τu, with τ the tension. The cosine part is perpendicular to u because P is. At the ideal site each bond is a threefold axis of the crystal. A vector perpendicular to such an axis cannot be invariant under the rotation, so the cosine part of every bond gradient is zero there. It appears when the displacement breaks this symmetry.

## Numbers for the displaced atom

The Hamiltonian was diagonalized on a 4×4×4 mesh of k-points shifted off the zone centre. For the first bond, the s–s element of M is 0.195, while the isolated hybrid pair would give 1/4. The density block of a bond in the crystal therefore differs from that of the isolated pair.

The contraction for g_x of this bond splits into four groups of elements, in Ha/bohr:

radial: 2 × (0.00381 + 0.01018 + 0.00979 + 0.03994) = 0.1274,

cosine: 2 × (0 − 0.00011 − 0.00014 − 0.00070) = −0.0019.

The order is ss, sp, ps, pp. The pp group supplies most of the pull. Dividing the radial result by u_x gives the tension, 0.1274/0.5537 = 0.230 Ha/bohr.

The four bonds have these lengths, tensions and transverse parts:

(1,1,1): 4.289 bohr; 0.2301; (−0.0019, 0.0000, 0.0018) Ha/bohr

(1,−1,−1): 4.408 bohr; 0.2066; (−0.0030, −0.0021, −0.0005) Ha/bohr

(−1,1,−1): 4.523 bohr; 0.1866; (−0.0024, −0.0021, 0.0005) Ha/bohr

(−1,−1,1): 4.635 bohr; 0.1695; (−0.0014, 0.0000, −0.0014) Ha/bohr

For the radial force, each bond vector is multiplied by τ/r. These ratios are 0.053656, 0.046870, 0.041266 and 0.036575 Ha/bohr². Two bonds have d_x = 2.375 bohr and two have d_x = −2.775 bohr, so

F_x(radial) = 2.375 × 0.100526 − 2.775 × 0.077841 = 0.0227 Ha/bohr.

The x components of the transverse parts add up to −0.0086 Ha/bohr. Treating y and z in the same way gives

radial part: (0.0227, 0.0117, 0.0054) Ha/bohr,

cosine part: (−0.0086, −0.0043, 0.0003) Ha/bohr,

total: F = (0.0141, 0.0074, 0.0057) Ha/bohr.

In other units the total is (0.725, 0.383, 0.294) eV/Å. This answers (b). A 2×2×2 mesh changes no component by more than 0.00005 Ha/bohr, and a 6×6×6 mesh changes none of the digits given. The periodic images matter somewhat more: in a 64-atom cell the force is (0.0143, 0.0075, 0.0057) Ha/bohr.

The projector matters here. Suppose the three cosines were varied as if they were independent, with P_cb replaced by δ_cb. Every bond would gain a spurious term along u, equal to (u_c/r) Σ_b u_b ∂B/∂u_b. The size of this term depends on how the block is written, since Σ u_b² = 1 can be used before differentiating. For the block as written above, the computed force would become (0.0002, 0.0003, 0.0022) Ha/bohr, and the push along the displacement would almost disappear.

## Small displacements and the z component

The ideal site has tetrahedral symmetry, which the cubic cell and the k-mesh preserve. Twofold rotations about the axes reverse two components of δ at a time. They forbid linear terms in the energy, mixed quadratic terms such as δ_xδ_y, and all cubic terms except δ_xδ_yδ_z. Threefold rotations make the three squares equivalent. Thus

E = E₀ + ½K|δ|² + Gδ_xδ_yδ_z + fourth order,

which has the same form as the pair estimate. The full calculation fixes the constants. The force at a displacement of 0.001 bohr along x gives K = −0.0710 Ha/bohr², and F_z at (0.01, 0.01, 0) bohr gives G = −0.285 Ha/bohr³. These values belong to the eight-atom cell; a 64-atom cell gives K = −0.0717 Ha/bohr² and G = −0.284 Ha/bohr³.

For the given displacement these two constants predict F = (0.0142, 0.0071, 0.0057) Ha/bohr. The z component is −Gδ_xδ_y = 0.285 × 0.02 Ha/bohr. The largest deviation from the full force is in y, about 5% of that component, and comes from the higher orders.

A displacement by t along (1,1,1), straight towards a neighbour, is a second case. Each product such as δ_yδ_z equals t²/3, so the force along this direction is

F = −Kt − Gt²/√3.

For t = 0.2 bohr the terms are 0.0142 + 0.0066 = 0.0208 Ha/bohr. For t = −0.2 bohr they are −0.0142 + 0.0066 = −0.0076 Ha/bohr. The full force is 0.0212 and −0.0080 Ha/bohr, so the push towards a neighbour is about 2.7 times the push away from it.

## Comparison

The scaling estimate and the full calculation give

tension at the ideal site: 0.208 and 0.197 Ha/bohr

K: −0.093 and −0.071 Ha/bohr²

G: −0.235 and −0.285 Ha/bohr³

force: (0.0187, 0.0093, 0.0047) and (0.0141, 0.0074, 0.0057) Ha/bohr.

The estimate has the right signs. Relative to the full results, its tension is 5% too large, |K| is 31% too large and |G| is 17% too small.

The error in K, 0.022 Ha/bohr², is the net effect of two errors of opposite sign: the radial push is understated by about 0.02 Ha/bohr², and a restoring term of 0.043 Ha/bohr² is missing. To first order, the threefold symmetry of a bond lets its tension depend on δ through u·δ alone, which is minus the change of its own length. Write τ ∝ r⁻ˢ near r₀. The change of the tensions contributes (4/3)sτδ/r to the force, and the turning of the pulls contributes −(8/3)τδ/r. Together,

F(radial) = (4/3)(s − 2)(τ/r)δ.

The pair energy has s = n + 1 = 3.5. The computed tensions of the shortest and the longest bond give

s = ln(0.2301/0.1695)/ln(4.635/4.289) ≈ 3.9.

With τ = 0.197 Ha/bohr the radial coefficient becomes (4/3) × 1.9 × 0.197/4.46 ≈ 0.11 Ha/bohr², in agreement with 0.0227/0.20. The pair estimate has 0.093 Ha/bohr² and so understates the radial push. About a quarter of this shortfall comes from replacing the two decay powers by one: differentiated term by term, the pair energy gives s = 3.59, K = −0.098 Ha/bohr² and G = −0.244 Ha/bohr³.

The second error is the missing cosine part. It contributes −0.0086/0.20 = −0.043 Ha/bohr² and pulls the atom back towards its site. This is the resistance of directed bonds to turning, which no pair energy of the form φ(r) contains. It removes more than a third of the radial push along x but adds little to F_z, so the estimate of the z component suffers less from its absence.

The band part binds the atoms, but alone it cannot keep the crystal at this volume. Under a uniform expansion the directions u are fixed, so the tensions alone do work:

dE/d ln a = Σ_bonds rτ = 14.1 Ha per cell.

The positive sign means that the band energy falls when the crystal shrinks. A repulsive pair energy φ_rep(r) between nearest neighbours has to balance this tension, so its slope at r₀ is −τ. By the same trace argument as before, it adds (4/3)(φ″_rep − 2τ/r) to K. This must exceed 0.071 Ha/bohr² before a single atom, with its neighbours held in place, is pulled back to its site, which requires φ″_rep > 0.142 Ha/bohr². The condition is necessary but not sufficient for a stable crystal: collective displacements of the eight atoms need φ″_rep above about 0.172 Ha/bohr², and a uniform change of volume needs more than 0.173 Ha/bohr². The slope of the repulsion works against stability, so its curvature has to make up for that as well as for the negative K. The force found here is thus to be added to the repulsive one. It applies while the gap stays open and the list of bonds stays the same.
